# Does a Bloch-oscillating electron always move its centre of mass?

## Question

I am studying an electron in one miniband of a semiconductor superlattice under a uniform static field. The crystal momentum sweeps the Brillouin zone at a constant rate, the group velocity changes sign periodically, and so the electron should swing back and forth with the Bloch period.

I then solved the tight-binding chain numerically with the electron starting on a single well. Everything recurred with the Bloch period, but the mean position did not move at all. With a wide Gaussian as the starting state, the mean position did oscillate. The Hamiltonian and the field were the same in both runs.

Is the first case still a Bloch oscillation? What property of the starting state decides whether the centre moves: its width? And would an electron in a real GaAs/AlGaAs structure stay centred in this way?

## Answer

Both runs show Bloch oscillation. The field makes every state of the ideal chain recur, but recurrence says nothing about which quantity oscillates. With hopping only between neighbouring wells, the centre moves only if such wells have a net phase coherence at the start. Width matters only in so far as it comes with that coherence.

### The model

Let the wells be labelled by \(n\), with spacing \(d\), and let the field \(F\) point along \(+z\). The electron has charge \(-e\), so its potential energy is \(+eFz\) and the force on it points towards \(-z\). With nearest-neighbour hopping \(J>0\),

\[
H=-J(T+T^\dagger)+\varepsilon N,\qquad \varepsilon=eFd,
\]
\[
T=\sum_n|n\rangle\langle n+1|,\qquad N=\sum_n n|n\rangle\langle n| .
\]

The chain is infinite, and scattering and other minibands are left out. Without the field, the Bloch state \(\sum_n e^{i\kappa n}|n\rangle\), with \(\kappa=kd\), has energy \(-2J\cos\kappa\), so the miniband width is \(4J\).

The state \(|n\rangle\) is a Wannier function of the miniband. If \(P\) projects onto the miniband, I choose the eigenfunctions of \(PzP\), one per period. Off-diagonal elements of \(z\) between them then vanish, and translation by one period shifts the eigenvalue by \(d\). With the origin on well 0, the centre of any state in the miniband is therefore \(d\langle N\rangle\).

### How the centre moves

Acting on \(|n+1\rangle\), the product \(NT\) gives \(n|n\rangle\) and \(TN\) gives \((n+1)|n\rangle\). Hence

\[
[N,T]=-T,\qquad [N,T^\dagger]=T^\dagger,\qquad [T,T^\dagger]=0 .
\]

The last relation holds because \(T\) and \(T^\dagger\) are opposite translations of an infinite chain. The Heisenberg equation for \(T\) involves only the field term:

\[
\frac{dT}{dt}=\frac{i}{\hbar}[H,T]=\frac{i\varepsilon}{\hbar}[N,T]=-i\omega T,
\qquad \omega=\frac{\varepsilon}{\hbar},
\]

so \(T(t)=Te^{-i\omega t}\). A Bloch state has \(T=e^{i\kappa}\), and this is the familiar drift \(\kappa\to\kappa-\omega t\). For the position, only the hopping term contributes. With \([T,N]=T\) and \([T^\dagger,N]=-T^\dagger\),

\[
\frac{dN}{dt}=\frac{i}{\hbar}[H,N]=-\frac{iJ}{\hbar}\left(Te^{-i\omega t}-T^\dagger e^{i\omega t}\right).
\]

The two time integrals are \((1-e^{-i\omega t})/(i\omega)\) and \((e^{i\omega t}-1)/(i\omega)\). Inserting them and using \(\hbar\omega=\varepsilon\) gives

\[
N(t)=N-\frac{J}{\varepsilon}\left[aT+a^*T^\dagger\right],\qquad a=1-e^{-i\omega t}.
\]

At \(t=T_B=2\pi/\omega=h/\varepsilon\) the factor \(a\) vanishes, so \(N\) and \(T\) both return to their starting values. This is the recurrence, and it holds for every initial state.

Now take the expectation value and define the first-neighbour coherence

\[
K=\langle T\rangle_0=\sum_n c_n^*c_{n+1}=|K|e^{i\theta}.
\]

Since \(aK+a^*K^*=2|K|[\cos\theta-\cos(\theta-\omega t)]\),

\[
\langle N\rangle_t=\langle N\rangle_0-\frac{2J}{\varepsilon}|K|\left[\cos\theta-\cos(\theta-\omega t)\right].
\]

The peak-to-peak excursion is \(4J|K|/\varepsilon\) wells, or \(4J|K|/(eF)\) in length. For a mixed state the same result holds with \(K=\mathrm{Tr}(\rho T)\), because the operator equation does not depend on the state.

An electron on one well has no product \(c_n^*c_{n+1}\) different from zero. Then \(K=0\) and the centre stays at rest. Energy conservation says the same: \(\varepsilon\langle N\rangle-2J\,\mathrm{Re}\langle T\rangle_t\) is constant, and if \(\langle T\rangle_t=Ke^{-i\omega t}\) is zero throughout, \(\langle N\rangle\) cannot change.

In the momentum picture, the one-well state contains all \(\kappa\) with equal weight. Each component is displaced by \(-(2J/\varepsilon)[\cos\kappa-\cos(\kappa-\omega t)]\), and these displacements average to zero over the zone. Their squares do not, which is why the distribution breathes.

### Why the breathing is symmetric

Let \(\psi(\kappa,t)\) be the amplitude in \(c_n=\int_{-\pi}^{\pi}\frac{d\kappa}{2\pi}\,\psi\,e^{i\kappa n}\). Integration by parts shows that \(N\) acts as \(i\partial_\kappa\), so for a band \(E(\kappa)\)

\[
\partial_t\psi=\omega\,\partial_\kappa\psi-\frac{i}{\hbar}E(\kappa)\psi .
\]

For a start on well 0, \(\psi(\kappa,0)=1\), and the solution is

\[
\psi(\kappa,t)=\exp\left[-\frac{i}{\hbar}\int_0^tE(\kappa+\omega s)\,ds\right].
\]

To verify it, note that applying \(\partial_t-\omega\partial_\kappa\) to the integral gives \(E(\kappa+\omega t)-[E(\kappa+\omega t)-E(\kappa)]=E(\kappa)\).

Set \(q=\kappa+\omega t/2\) and \(u=s-t/2\). The integral becomes \(\int_{-t/2}^{t/2}E(q+\omega u)\,du\), which is even in \(q\) whenever \(E\) is even. The shift from \(\kappa\) to \(q\) only multiplies \(c_n\) by a phase. The probabilities therefore obey \(p_n=p_{-n}\), including when real hopping to more distant wells is present.

For the cosine band the integral is elementary:

\[
-\frac{2J}{\hbar}\int_{-t/2}^{t/2}\cos(q+\omega u)\,du=-x\cos q,\qquad
x=\frac{4J}{\varepsilon}\sin\frac{\omega t}{2}.
\]

The remaining integral over \(e^{iqn+ix\cos q}\) defines a Bessel function, \(i^n\mathcal J_n(x)\), so

\[
p_n(t)=\mathcal J_n^2\!\left(\frac{4J}{\varepsilon}\sin\frac{\omega t}{2}\right).
\]

### The width of both states from one formula

Take real amplitudes with \(c_n=c_{-n}\), which covers the single well and a Gaussian starting at \(\kappa=0\). Let \(B=aT+a^*T^\dagger\), so that \(N(t)=N-(J/\varepsilon)B\). The variance of \(N(t)\) could contain a cross term \(\langle NB+BN\rangle\), but it vanishes:

- The part of \(B\) proportional to \(T+T^\dagger\) is even under \(n\to-n\), while \(N\) is odd.
- The part proportional to \(i(T-T^\dagger)\) gives a Hermitian operator with purely imaginary matrix elements, whose expectation value in a real state is zero.

With \(K_2=\langle T^2\rangle_0\), \(C=\cos\omega t\) and \(S=\sin\omega t\), we have \(\langle B\rangle=2K(1-C)\) and \(\langle B^2\rangle=2K_2\,\mathrm{Re}\,a^2+2|a|^2\). Since \(a=(1-C)+iS\),

\[
\mathrm{Var}\,B=2(1-C)^2(1+K_2-2K^2)+2S^2(1-K_2),
\]
\[
\mathrm{Var}\,N(t)=\mathrm{Var}\,N(0)+\left(\frac{J}{\varepsilon}\right)^2\mathrm{Var}\,B .
\]

**One well.** Here \(K=K_2=0\), and \((1-C)^2+S^2=4\sin^2(\omega t/2)\). The rms width is

\[
\Delta n(t)=2\sqrt2\,\frac{J}{\varepsilon}\left|\sin\frac{\omega t}{2}\right| .
\]

**Broad Gaussian.** Let \(c_n\propto e^{-n^2/(4\sigma^2)}\). The exponent of \(c_nc_{n+1}\) is

\[
-\frac{n^2+(n+1)^2}{4\sigma^2}=-\frac{(n+\tfrac12)^2}{2\sigma^2}-\frac{1}{8\sigma^2}.
\]

For \(\sigma\) above about one well, the sum over half-integer points nearly equals that over integers, so \(K\simeq e^{-1/(8\sigma^2)}\). The same step for second neighbours gives \(K_2\simeq e^{-1/(2\sigma^2)}\). Expanding for large \(\sigma\), \(1-K_2\simeq1/(2\sigma^2)\), while \(1+K_2-2K^2\) is of order \(\sigma^{-4}\). To leading order

\[
\mathrm{Var}\,N(t)\simeq\sigma^2+\left(\frac{J}{\varepsilon}\right)^2\frac{\sin^2\omega t}{\sigma^2}.
\]

The packet moves almost rigidly when \(\sigma^2\gg J/\varepsilon\).

### Width alone is not enough

Take the same Gaussian but empty every odd well. The state is still broad, yet no two neighbouring wells are occupied, so \(K=0\) and the centre is at rest.

The emptying factor is \([1+(-1)^n]/2\), and \((-1)^n=e^{i\pi n}\). The state is thus a superposition of a packet at \(\kappa=0\) and one at \(\kappa=\pi\), where the group velocities after a given time are opposite. The two halves move apart and return, while their common centre stays put.

This case depends on there being no hopping between wells an even number of periods apart. Adding \(-J_2(T^2+T^{\dagger2})\) to \(H\) and repeating the integration with \(T^2(t)=T^2e^{-2i\omega t}\) adds the term

\[
-\frac{J_2}{\varepsilon}\left[T^2(1-e^{-2i\omega t})+\mathrm{h.c.}\right]
\]

to \(N(t)\). The alternate-well packet then oscillates at \(2\omega\) with peak-to-peak excursion \(4|J_2K_2|/\varepsilon\) wells. The single well is more robust: all its coherences \(\langle T^m\rangle\) vanish, so its centre stays at rest for hopping of any range.

### Weak field

As \(\varepsilon\to0\) at fixed \(t\), the one-well width becomes \(\sqrt2\,Jt/\hbar\), which is ballistic spreading. The centre of a general state moves by \((2Jt/\hbar)|K|\sin\theta\) wells, which is the group velocity at \(\kappa=\theta\) multiplied by \(|K|\) and by the elapsed time \(t\). The distinction between spreading and moving is thus already present without a field; the field turns both into periodic motions.

### Numbers for a GaAs/AlGaAs-like superlattice

Take 7 nm wells and 2 nm barriers, a barrier height of 0.25 eV, and effective masses of 0.067 and 0.09 electron masses. These are rough typical values. The layered potential gives a lowest miniband 28.3 meV wide, separated by 93 meV from the next. Its first Fourier component gives \(J=6.965\) meV, so \(4J=27.86\) meV. These values come from a 0.25 nm grid. The exact dispersion relation of the layered potential gives \(J=6.964\) meV, about 0.02% lower, which leaves the lengths below unchanged at the digits shown.

In a field of 12 kV/cm, \(eF=1.2\) meV/nm and

\[
\varepsilon=1.2\times9=10.8\ \mathrm{meV},\qquad
T_B=\frac{h}{\varepsilon}=0.383\ \mathrm{ps},
\]

a frequency of 2.61 THz. With \(J/\varepsilon=0.6449\), the one-well state reaches its largest rms width at \(T_B/2\). Counting only the spread over well positions, without the extent of the Wannier function itself, this width is

\[
2\sqrt2\times0.6449\times9\ \mathrm{nm}=16.4\ \mathrm{nm}.
\]

Its centre does not move. The probability of finding the electron in its starting Wannier state is then only 0.008, because \(4J/\varepsilon=2.58\) lies near the first zero of \(\mathcal J_0\), at 2.405.

A packet with \(\sigma=3\) wells (27 nm) has \(K=e^{-1/72}=0.986\). Its excursion is

\[
\frac{4JK}{eF}=\frac{27.86\times0.9862}{1.2}=22.9\ \mathrm{nm}.
\]

Starting at \(\kappa=0\), it moves to \(-22.9\) nm, down the potential, and returns. Its rms width, again counting only well positions, is 27.00 nm at the start and at \(T_B/2\), and 27.07 nm at \(T_B/4\) and \(3T_B/4\).

The miniband is not a pure cosine: \(J_2=-0.69\) meV, a tenth of \(J\) in size. For the alternate-well packet, \(K_2=0.946\) and the excursion in the one-band chain is \(4\times0.694\times0.946/1.2=2.2\) nm instead of zero. With all minibands included it is about 2.5 nm.

The one-band picture can be tested against the Schrödinger equation for the full layered potential, with 41 wells, the field and all minibands. Starting from one Wannier function, the centre moves by 0.21 nm peak to peak, while the rms growth at \(T_B/2\) is 16.5 nm. The packet's excursion is 23.5 nm, about 2% above the chain value. Part of this excess can come from higher odd harmonics of the band, since its full width exceeds \(4J\); I have not separated the rest. At the sampled times, the population outside the field-free miniband stays below 0.3% in both cases, so Zener tunnelling is a small correction here.

### Would a real electron stay centred?

The numbers above describe an ideal structure. Real samples depart from the assumption of a lone, coherent electron on a perfectly regular ladder.

**An attracting hole.** If light creates the electron, it leaves a hole behind. An extra potential \(\phi_n\) can spoil the cancellation that keeps the centre still. At short times the first neighbours of well 0 acquire amplitudes \(c_{\pm1}\simeq iJt/\hbar\), so the bonds to the right and left have coherences \(+iJt/\hbar\) and \(-iJt/\hbar\), which cancel. At the next order each bond also feels its own energy step. If the steps are \(\delta_R=\varepsilon+\phi_1-\phi_0\) and \(\delta_L=\varepsilon+\phi_0-\phi_{-1}\), the sum is

\[
\langle T\rangle_t\simeq\frac{Jt^2}{2\hbar^2}(\delta_R-\delta_L).
\]

At this order equal steps leave it zero, while unequal steps create a net coherence, and the centre can move. At later times, uneven steps further out can have the same effect. A fixed hole in the starting well, with relative permittivity 13 and an assumed in-plane separation of 10 nm, gives \(\phi_0=-11.08\) meV and \(\phi_{\pm1}=-8.23\) meV. The two steps then differ by 5.7 meV, over half of \(\varepsilon\). In the chain, the one-well centre is displaced by up to 9.5 nm during the first period, about 40% of the packet's excursion. The size depends strongly on the assumed separation: at 20 nm the same calculation gives 2.7 nm. A one-well start made by light therefore need not stay centred, and with a hole this close it moves considerably.

**Uneven wells.** Making the neighbouring well on the uphill side (\(n=1\)) 0.25 nm wider, close to one atomic layer, lowers its level by roughly 2 meV. I use 2.3 meV, the shift of the miniband centre when every well is widened by that amount. With no hole present, this level shift alone displaces the one-well centre in the chain by up to 0.9 nm in the first period. The wider well also makes the hopping to its neighbours a few per cent weaker. This estimate leaves that out, and it can change the displacement by a few tenths of a nanometre.

**Dephasing.** For a rough low-temperature dephasing time of 1 ps, a coherence decays to \(e^{-0.383}=0.68\) of its initial value in one period. Both the swing and the breathing need coherence, so neither would repeat unchanged for many cycles.

**Temperature.** A thermal population of the cosine miniband has \(K\) equal to the average of \(\cos\kappa\) with Boltzmann weights. This is 0.97 at 10 K but 0.26 at 300 K. If the field is then switched on suddenly and scattering is ignored, the excursion at 300 K would be \(0.26\times27.86/1.2\simeq6\) nm. A thermal mixture can thus move its centre, although it is not a single wavepacket.

For your two runs, the quantity to compute from the starting amplitudes is \(K=\sum_nc_n^*c_{n+1}\). Its modulus fixes the swing of the centre, and its phase fixes where in the cycle the swing begins.

## Numbers as computed

```
well, barrier, period: 7.0, 2.0, 9.0 nm
barrier height: 0.25 eV
masses well, barrier: 0.067, 0.09 m_e
field: 12 kV/cm
lowest miniband: 37.28 to 65.61 meV
miniband width: 28.34 meV
same width, grid step halved: 28.33 meV
gap to second miniband: 92.6 meV
hopping J: 6.965 meV, 4J: 27.86 meV
second-neighbour hopping J2: -0.694 meV
ladder step eFd: 10.80 meV, J/eFd: 0.6449
Bloch period: 0.3829 ps
Bloch frequency: 2.611 THz
packet rms width: 3 wells = 27 nm
packet coherence K: 0.9862
t/T_B | one well: mean, rms | packet: mean, rms (nm)
0.00 | 0.00, 0.00 | 0.00, 27.00
0.25 | 0.00, 11.61 | -11.45, 27.07
0.50 | 0.00, 16.42 | -22.90, 27.00
0.75 | 0.00, 11.61 | -11.45, 27.07
1.00 | 0.00, 0.00 | 0.00, 27.00
packet excursion: 22.90 nm = 2.544 wells
one-well peak rms: 16.42 nm = 1.824 wells
one well, stay probability at T_B/2: 0.0076
alternate-well packet rms at start: 3.00 wells
its excursion with J2 = 0: 4.9e-13 nm
its excursion with J2: 2.19 nm
its second-neighbour coherence K2: 0.9460
Continuum, all minibands:
  one-well mean, peak to peak: 0.211 nm
  one-well rms growth at T_B/2: 16.52 nm
  one-well return probability at T_B: 0.99758
  packet excursion: 23.45 nm
  max outside band, one well: 2.4e-03
  max outside band, packet: 2.7e-03
Neglected effects:
  dephasing time (rough): 1 ps
  coherence left after T_B: 0.682
  thermal K at 10 K: 0.969, at 300 K: 0.260
  hole: permittivity 13, radius 10 nm
  hole energy, own well: -11.08 meV, next: -8.23 meV
  one-well mean moved by hole: 9.53 nm
  level shift, well 0.25 nm wider: -2.34 meV
  one-well mean moved by it: 0.92 nm
```
